# Phonon lifetime and the imaginary self-energy: the factor of two: verification in Python

```python
# RESULT UNDER TEST: a phonon with half-width Gamma = -Im(self-energy), in
# angular-frequency units, has population decay rate 2*Gamma, so its lifetime
# is 1/(2*Gamma). Using 1/Gamma doubles the relaxation-time conductivity if all
# scattering rates carry the same error.
# Symbols: omega = angular frequency, q = wavevector, v = sound speed,
# C = heat capacity of one mode, kappa = lattice thermal conductivity.
# The material example is a rough acoustic model in the regime of SnO2.
import numpy as np
from scipy.constants import hbar, k as kB, e as charge
from scipy.integrate import quad

pi = np.pi

# --- Exact decay of one phonon into a dense set of phonon pairs -------------
# Dimensionless units: bare phonon frequency = 1.
n_pairs = 1500
spacing = 2.0 / n_pairs
pair_energy = (np.arange(n_pairs) + 0.5) * spacing
coupling_sq = 0.0025 / pi * pair_energy * (2 - pair_energy) * spacing
H = np.diag(np.concatenate(([1.0], pair_energy)))
H[0, 1:] = H[1:, 0] = np.sqrt(coupling_sq)
levels, vectors = np.linalg.eigh(H)
weights = vectors[0] ** 2


def smoothed_half_width(eta):
    return -np.sum(coupling_sq / (1 - pair_energy + 1j * eta)).imag


# eta must exceed the level spacing; extrapolation removes its linear error.
eta = 3 * spacing
model_gamma = 2 * smoothed_half_width(eta) - smoothed_half_width(2 * eta)
# Observation ends before the discrete levels cause a revival.
times = np.arange(0, 4000.1, 0.5)
amplitude = np.array([np.dot(weights, np.exp(-1j * (levels - 1) * t))
                      for t in times])
window = (times >= 100) & (times <= 800)
amp_rate = -np.polyfit(times[window], np.log(abs(amplitude[window])), 1)[0]
pop_rate = -np.polyfit(times[window], np.log(abs(amplitude[window])**2), 1)[0]
detuning = np.linspace(-0.02, 0.02, 401)
samples = amplitude.copy()
samples[[0, -1]] *= 0.5
line = np.array([(samples * np.exp(1j * d * times)).sum().real
                 for d in detuning])
peak = int(np.argmax(line))
half = line[peak] / 2
left = np.interp(half, line[:peak + 1], detuning[:peak + 1])
right = np.interp(half, line[peak:][::-1], detuning[peak:][::-1])
full_width = right - left
# One per cent covers the finite-coupling correction and the frequency grid.
assert abs(amp_rate / model_gamma - 1) < 0.01
assert abs(pop_rate / (2 * model_gamma) - 1) < 0.01
assert abs(full_width / pop_rate - 1) < 0.01

# --- Thermal factors: Matsubara bubble versus Fock-state gain and loss ------
# Units here: kB*T = hbar = 1.
n_fock = 400
lower = np.diag(np.sqrt(np.arange(1, n_fock)), 1)
remove_strength = (lower ** 2).sum(axis=0)
add_strength = (lower ** 2).sum(axis=1)


def thermal_state(freq):
    p = np.exp(-freq * np.arange(n_fock))
    return p / p.sum()


def net_decay(p0, p1, p2):
    gain = (add_strength @ p0) * (remove_strength @ p1) * (remove_strength @ p2)
    loss = (remove_strength @ p0) * (add_strength @ p1) * (add_strength @ p2)
    return gain - loss


def net_coalescence(p0, p1, p2):
    gain = (add_strength @ p0) * (add_strength @ p1) * (remove_strength @ p2)
    loss = (remove_strength @ p0) * (remove_strength @ p1) * (add_strength @ p2)
    return gain - loss


f1, f2 = 0.7, 1.1
p1, p2 = thermal_state(f1), thermal_state(f2)
nu = 2 * pi * np.arange(-200000, 200001)
ext = 2 * pi
decay_bubble = -np.sum(1 / (1j*nu - f1) / (1j*(ext - nu) - f2))
coal_bubble = -np.sum(1 / (1j*nu - f1) / (1j*(nu + ext) - f2))
decay_factor = decay_bubble * (1j * ext - f1 - f2)
coal_factor = coal_bubble * (1j * ext + f1 - f2)
for net, f0, factor in ((net_decay, f1 + f2, decay_factor),
                        (net_coalescence, f2 - f1, coal_factor)):
    equilibrium, excited = thermal_state(f0), thermal_state(0.8 * f0)
    excess = remove_strength @ (excited - equilibrium)
    base = net(equilibrium, p1, p2)
    slope = (net(excited, p1, p2) - base) / excess
    assert abs(base) < 1e-10
    assert abs(factor + slope) < 1e-4  # truncated Matsubara sum

# --- Elastic dephasing widens the line but leaves population decay alone ----
dim, loss_rate, dephasing = 12, 0.3, 0.2
a = np.diag(np.sqrt(np.arange(1, dim)), 1)
number = a.T @ a
psi = np.ones(dim) / np.sqrt(dim)
rho = np.outer(psi, psi)


def dissipator(L, r):
    return L @ r @ L.T - 0.5 * (L.T @ L @ r + r @ L.T @ L)


rho_dot = loss_rate * dissipator(a, rho) + dephasing * dissipator(number, rho)
dephased_gamma = -np.trace(a @ rho_dot) / np.trace(a @ rho)
dephased_pop = -np.trace(number @ rho_dot) / np.trace(number @ rho)
assert abs(dephased_gamma - (loss_rate + dephasing) / 2) < 1e-12
assert abs(dephased_pop - loss_rate) < 1e-12

# --- Rough acoustic model in the regime of SnO2 -----------------------------
T = 300.0
cell_volume = 0.0715e-27
v = 4300.0
ref_frequency = 3e12
ref_omega = 2 * pi * ref_frequency
half_width_energy = 20e-6 * charge
ref_gamma = half_width_energy / hbar
rate_coeff = 2 * ref_gamma / ref_omega ** 2
q_max = (6 * pi ** 2 / cell_volume) ** (1 / 3)
n_q = 4000
dq = q_max / n_q
q = (np.arange(n_q) + 0.5) * dq
omega = v * q
omega_max = v * q_max


def heat(w, temp=T):
    y = hbar * w / (2 * kB * temp)
    return kB * (y / np.sinh(y)) ** 2


def conductivity(rate, group=v, w=omega, temp=T):
    return np.sum(q**2 * heat(w, temp) * group**2 / rate) * dq / (2 * pi**2)


gamma = rate_coeff * omega ** 2 / 2
kappa = conductivity(2 * gamma)
kappa_wrong = conductivity(gamma)
classical = kB * omega_max / (2 * pi ** 2 * v * rate_coeff)

# The displacement Green's function has the same half-width.
pole = np.sqrt(ref_omega ** 2 - 2j * ref_omega * ref_gamma)
assert abs(-pole.imag / ref_gamma - 1) < 1e-4

# Heat-current correlation: overlap of two spectral functions, no lifetime put in.
theta_max = np.arctan(0.999 * ref_omega / ref_gamma)
overlap = quad(lambda th: np.cos(th) ** 2
               * heat(ref_omega + ref_gamma * np.tan(th)) / (pi * ref_gamma),
               -theta_max, theta_max, epsabs=0, epsrel=1e-9, limit=300)[0]
kubo_time = overlap / heat(ref_omega)
assert abs(kubo_time * 2 * ref_gamma - 1) < 1e-3

# Direct three-dimensional wavevector sum; one octant represents all eight.
n_mesh = 100
axis = (np.arange(n_mesh) + 0.5) * q_max / n_mesh
qx, qy, qz = np.meshgrid(axis, axis, axis, indexing="ij")
q_sq = qx**2 + qy**2 + qz**2
inside = q_sq < q_max ** 2
qs = q_sq[inside]
terms = heat(v*np.sqrt(qs)) * v**2 * qx[inside]**2 / qs / (rate_coeff*v**2*qs)
kappa_mesh = 3 * 8 * terms.sum() * (q_max / n_mesh / (2 * pi)) ** 3
assert abs(kappa_mesh / kappa - 1) < 0.01  # mesh error near q = 0

# Grain boundaries: their correctly entered rate does not share the error.
grain = 100e-9
boundary_rate = v / grain
kappa_grain = conductivity(2 * gamma + boundary_rate)
kappa_grain_wrong = conductivity(gamma + boundary_rate)
for coeff in (rate_coeff, rate_coeff / 2):
    s = np.sqrt(boundary_rate / coeff)
    closed = kB * (omega_max - s*np.arctan(omega_max/s)) / (2*pi**2*v*coeff)
    summed = conductivity(coeff * omega**2 + boundary_rate, temp=3e4)
    assert abs(summed / closed - 1) < 1e-3

# Momentum-conserving collisions: solve the coupled linear Boltzmann equation.
share = 0.2
n_c = 400
qc = (np.arange(n_c) + 0.5) * q_max / n_c
total = rate_coeff * (v * qc) ** 2
normal = share * total
weight = qc ** 2 * heat(v * qc)
gain_matrix = np.outer(normal, normal * weight) / np.sum(normal * weight)
ones = np.ones(n_c)
collision = np.diag(total) - gain_matrix
coupled = weight @ np.linalg.solve(collision, ones)
all_halved = weight @ np.linalg.solve(collision / 2, ones)
diag_halved = weight @ np.linalg.solve(np.diag(total/2) - gain_matrix, ones)
relaxation = np.sum(weight / total)
callaway = relaxation + (np.sum(weight * normal / total) ** 2
                         / np.sum(weight * normal * (total-normal) / total))
assert abs(coupled / callaway - 1) < 1e-8
assert abs(all_halved / coupled - 2) < 1e-8

# Other neglected effects, estimated with rough inputs.
bent_omega = 2 / pi * omega_max * np.sin(pi * q / (2 * q_max))
bent_group = v * np.cos(pi * q / (2 * q_max))
kappa_bent = conductivity(rate_coeff*bent_omega**2, bent_group, bent_omega)
opt_freq, opt_v, opt_tau = 12e12, 1500.0, 2e-12
kappa_opt = 15 / cell_volume * heat(2*pi*opt_freq) * opt_v**2 * opt_tau / 3
stiff_a, stiff_c = 260.0, 450.0
T_hot = 400.0
# Equal-energy decay products set the temperature factor 1 + 2n.
thermal_ratio = (np.tanh(hbar*omega/(4*kB*T))
                 / np.tanh(hbar*omega/(4*kB*T_hot)))
kappa_hot = conductivity(2 * gamma * thermal_ratio, temp=T_hot)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("Exact decay model (bare phonon frequency = 1)")
show("half-width from self-energy", model_gamma)
show("amplitude decay rate / half-width", amp_rate / model_gamma)
show("population decay rate / half-width", pop_rate / model_gamma)
show("full line width / half-width", full_width / model_gamma)
print("Thermal factors for mode energies 0.7 and 1.1 kT")
show("decay factor 1+n1+n2 from bubble", decay_factor.real)
show("coalescence factor n1-n2 from bubble", coal_factor.real)
print("Dephasing example (arbitrary rate unit)")
show("population loss put in", loss_rate)
show("dephasing strength put in", dephasing)
show("resulting half-width", dephased_gamma)
show("resulting population rate", dephased_pop)
print("Rough SnO2-regime acoustic model")
show("temperature", T, "K")
show("cell volume", cell_volume * 1e27, "nm^3")
show("sound speed", v / 1000, "km/s")
show("cutoff wavevector", q_max * 1e-9, "1/nm")
show("cutoff frequency", omega_max / (2 * pi) * 1e-12, "THz")
show("reference frequency", ref_frequency * 1e-12, "THz")
show("chosen half-width energy", half_width_energy / charge * 1e6, "ueV")
show("half-width Gamma", ref_gamma * 1e-9, "1/ns")
show("population rate 2 Gamma", 2 * ref_gamma * 1e-9, "1/ns")
show("full width in ordinary frequency", ref_gamma / pi * 1e-9, "GHz")
show("correct lifetime", 1e12 / (2 * ref_gamma), "ps")
show("time from heat-current overlap", kubo_time * 1e12, "ps")
show("wrong time 1/Gamma", 1e12 / ref_gamma, "ps")
show("wrong time 1/(full width in Hz)", pi / ref_gamma * 1e12, "ps")
show("correct mean free path", v / (2 * ref_gamma) * 1e9, "nm")
show("bulk kappa, correct", kappa, "W/(m K)")
show("bulk kappa, factor missed", kappa_wrong, "W/(m K)")
show("bulk kappa, high-temperature formula", classical, "W/(m K)")
show("bulk kappa, 3D wavevector sum", kappa_mesh, "W/(m K)")
show("grain size", grain * 1e9, "nm")
show("grain kappa, correct", kappa_grain, "W/(m K)")
show("grain kappa, factor missed", kappa_grain_wrong, "W/(m K)")
show("grain wrong/correct ratio", kappa_grain_wrong / kappa_grain)
print("Effects neglected by the bulk model")
show("kappa with bent acoustic branches", kappa_bent, "W/(m K)")
show("chosen normal-collision share", share)
show("coupled/relaxation-time kappa ratio", coupled / relaxation)
show("error ratio, whole matrix halved", all_halved / coupled)
show("error ratio, only diagonal halved", diag_halved / coupled)
show("rough optical frequency", opt_freq * 1e-12, "THz")
show("rough optical group speed", opt_v / 1000, "km/s")
show("rough optical lifetime", opt_tau * 1e12, "ps")
show("estimated optical contribution", kappa_opt, "W/(m K)")
show("rough longitudinal stiffness, a axis", stiff_a, "GPa")
show("rough longitudinal stiffness, c axis", stiff_c, "GPa")
show("estimated v^2 anisotropy c/a", stiff_c / stiff_a)
show("kappa at 400 K", kappa_hot, "W/(m K)")
print("all tests passed")
```

Output:

```
Exact decay model (bare phonon frequency = 1)
half-width from self-energy: 0.0025
amplitude decay rate / half-width: 1.003
population decay rate / half-width: 2.006
full line width / half-width: 2.007
Thermal factors for mode energies 0.7 and 1.1 kT
decay factor 1+n1+n2 from bubble: 2.485
coalescence factor n1-n2 from bubble: 0.4875
Dephasing example (arbitrary rate unit)
population loss put in: 0.3
dephasing strength put in: 0.2
resulting half-width: 0.25
resulting population rate: 0.3
Rough SnO2-regime acoustic model
temperature: 300 K
cell volume: 0.0715 nm^3
sound speed: 4.3 km/s
cutoff wavevector: 9.391 1/nm
cutoff frequency: 6.427 THz
reference frequency: 3 THz
chosen half-width energy: 20 ueV
half-width Gamma: 30.39 1/ns
population rate 2 Gamma: 60.77 1/ns
full width in ordinary frequency: 9.672 GHz
correct lifetime: 16.46 ps
time from heat-current overlap: 16.46 ps
wrong time 1/Gamma: 32.91 ps
wrong time 1/(full width in Hz): 103.4 ps
correct mean free path: 70.76 nm
bulk kappa, correct: 37.31 W/(m K)
bulk kappa, factor missed: 74.62 W/(m K)
bulk kappa, high-temperature formula: 38.4 W/(m K)
bulk kappa, 3D wavevector sum: 37.14 W/(m K)
grain size: 100 nm
grain kappa, correct: 19.54 W/(m K)
grain kappa, factor missed: 30.08 W/(m K)
grain wrong/correct ratio: 1.54
Effects neglected by the bulk model
kappa with bent acoustic branches: 21.43 W/(m K)
chosen normal-collision share: 0.2
coupled/relaxation-time kappa ratio: 1.137
error ratio, whole matrix halved: 2
error ratio, only diagonal halved: 2.402
rough optical frequency: 12 THz
rough optical group speed: 1.5 km/s
rough optical lifetime: 2 ps
estimated optical contribution: 3.224 W/(m K)
rough longitudinal stiffness, a axis: 260 GPa
rough longitudinal stiffness, c axis: 450 GPa
estimated v^2 anisotropy c/a: 1.731
kappa at 400 K: 28.42 W/(m K)
all tests passed
```
